# Mean Length of Lateral Epitaxy Limited by Random Nucleation, part 1

(Sections cited here and not found follow in the second part.)

## First half: from competing growth to a mean length

An amorphous film of thickness $h$ fills the region $x>0$, $0<z<h$. At $x=0$ it touches a crystalline seed along a straight edge parallel to $y$, through the whole thickness. Annealing starts at $t=0$, and the seed crystal begins to grow sideways into the film. Meanwhile crystalline grains of random orientation nucleate in the amorphous material. They use up material that the seed would otherwise have converted, and the question is how far the seeded crystal gets.

The model has four assumptions.

- Nucleation is random and independent from place to place. Its rate $I$, per unit volume of amorphous material and unit time, is constant from $t=0$, when no nuclei are present.
- Every crystal, seeded or random, grows into amorphous material at the same speed $v$ in every direction. A new nucleus has negligible size.
- Growth stops where two crystals meet, and neither then consumes the other.
- The film extends far enough in $x$ and $y$ for its outer edges to play no part, and the anneal lasts until all the film is crystalline.

The growth rule can be put in terms of paths. The crystal from a given source reaches a point by a path that starts at the source, runs through material converted by that source, and is covered no faster than $v$. The seeded length $L$ is measured from the seed edge along a line parallel to $x$, up to the first random grain. It varies from line to line, and $\langle L\rangle$ denotes its mean over a long edge.

### (a) Reduction to two dimensions

*The grains are much wider than the film is thick. Find the nucleation rate per unit area, and use dimensions to find how the mean seeded length depends on it and on $v$.*

**Solution.** After a time $\tau$ a grain is a ball of radius $R=v\tau$, cut off by the two faces of the film. At a height differing by $\Delta$ from that of its nucleus, its cross-section has radius $\sqrt{R^2-\Delta^2}$. Since $|\Delta|\le h$, this radius falls short of $R$ by at most

$$
R-\sqrt{R^2-h^2}\simeq\frac{h^2}{2R}\qquad(R\gg h).
$$

A grain much wider than the film is therefore a disc of radius $v\tau$ to a good approximation, whatever the height of its nucleus. Nuclei at all heights then count alike, and the rate per unit area is

$$
J=\int_0^h I\,dz=Ih .
$$

From here on the film is a plane with coordinates $(x,y)$.

The two-dimensional model contains two parameters. The speed $v$ has dimensions length/time, and $J$ has dimensions 1/(length$^2\,$time), so $v/J$ is a length cubed. No dimensionless combination of $v$ and $J$ exists, and therefore

$$
\langle L\rangle=C\left(\frac{v}{J}\right)^{1/3},
$$

with a pure number $C$ still to be found. The cube root reflects two dimensions of space and one of time: a region of size $\ell$, watched for the time $\ell/v$ that growth needs to cross it, receives about $J\ell^2(\ell/v)$ nuclei, and this number is of order one when $\ell^3\sim v/J$.

### (b) Which crystal converts a given point?

*Crystals get in each other's way. Show that, with equal speeds, a point nevertheless belongs to the source that would reach it first if every source grew alone.*

**Solution.** Let $p=(x,y)$ be a point of the film. Growing alone, the seed would reach it at the time

$$
\tau_0(p)=\frac{x}{v},
$$

and a grain nucleated at position $r_k$ and time $t_k$ would reach it at

$$
\tau_k(p)=t_k+\frac{|p-r_k|}{v}.
$$

These are free arrival times. Obstacles can lengthen a path but cannot shorten it below the straight distance, so no source arrives before its free arrival time.

Suppose that source $k$ has the smallest free arrival time at $p$. Ties occur on boundary lines of zero area and may be ignored. Draw the straight path from the source to $p$; for the seed it starts at the foot of the perpendicular on the edge. Let $q$ be any point on this path. Because $q$ lies on the shortest route,

$$
\tau_k(p)=\tau_k(q)+\frac{|p-q|}{v}.
$$

For any other source $j$, going to $p$ by way of $q$ is at best as short as going directly, so the triangle inequality gives

$$
\tau_j(p)\le\tau_j(q)+\frac{|p-q|}{v}.
$$

This holds for the seed as well, because the $x$ coordinates of $p$ and $q$ differ by at most $|p-q|$. Solving for $\tau_j(q)$ and using $\tau_j(p)>\tau_k(p)$,

$$
\tau_j(q)\ge\tau_j(p)-\frac{|p-q|}{v}>\tau_k(p)-\frac{|p-q|}{v}=\tau_k(q).
$$

Source $k$ is thus the first at every point of its straight path. No other crystal stands on that path when the front of $k$ arrives, so $k$ advances along it at full speed and reaches $p$ at the time $\tau_k(p)$. Hence $p$ belongs to $k$.

This proof relies on equal speeds, and the rule itself fails when the random grains are slower than the seed, since a slow grain can then block the straight path of the seed. The same delay $|p-q|/v$ was used for source $k$ and for its rival $j$; with different speeds the two terms would not cancel.

### (c) The shadow of a single grain

*One grain nucleates at $(x_1,0)$ at time $t_1$, ahead of the seed front. Find its boundary with the seeded crystal.*

**Solution.** By part (b) the boundary consists of the points with equal free arrival times:

$$
\frac{x}{v}=t_1+\frac{\sqrt{(x-x_1)^2+y^2}}{v}.
$$

Multiply by $v$ and measure distances from the position $vt_1$ of the seed front at the moment of nucleation. With $X=x-vt_1$ and the lead $d=x_1-vt_1>0$, one has $x-x_1=X-d$, so

$$
X=\sqrt{(X-d)^2+y^2}.
$$

Squaring gives $X^2=X^2-2Xd+d^2+y^2$, and therefore

$$
X=\frac{d^2+y^2}{2d}.
$$

This is a parabola that opens away from the seed. Its nearest point, at $y=0$, has $X=d/2$: the seed front and the grain each cover half of the gap. The parabola widens without limit, so the seeded crystal does not close up again behind the grain. One early nucleus can therefore end the seeded growth on many neighbouring lines, and seeded lengths on nearby lines are correlated.

### (d) The nuclei that can stop the seed

*Take the point $p=(x,0)$. Find where a nucleus must appear at time $t'$ to take this point from the seed. Show that the fall in the amount of amorphous material during the anneal does not spoil the counting of such nuclei.*

**Solution.** The seed needs the time $x/v$ to reach $p$. A nucleus at $r'=(x',y')$ and time $t'$ gets there first if

$$
t'+\frac{|p-r'|}{v}<\frac{x}{v},
\qquad\text{that is,}\qquad
|p-r'|<x-vt'.
$$

At time $t'$ the dangerous sites thus fill a disc centred on $p$ with radius $x-vt'$. The disc has radius $x$ at $t'=0$ and shrinks to nothing at $t'=x/v$. In the space of $x'$, $y'$ and $t'$ the discs form a cone with its tip at the arrival of the seed at $p$.

Nuclei form only in amorphous material, and two kinds of crystal could reduce the room for them inside the cone.

The first is the seeded crystal. The leftmost point of the disc lies at

$$
x'=x-(x-vt')=vt',
$$

which is the position of an unobstructed seed front at time $t'$. The disc touches this front and lies wholly ahead of it. Seeded crystal cannot have passed $x'=vt'$, so it has removed nothing from the disc.

The second is the set of random grains already present. To deal with it, imagine nucleation attempts that occur at the constant rate $J$ everywhere, in crystal and amorphous material alike. Attempts in amorphous material become real nuclei, and the others are void. The attempts form a Poisson process: their numbers in separate regions of space and time are independent, and the number in any region has a Poisson distribution.

Suppose that an attempt at $(r',t')$ lies in the cone but is void. The site is then already crystalline. It cannot be seeded, as just shown, so it belongs to a real grain $k$ that has arrived by the time $t'$:

$$
t_k+\frac{|r'-r_k|}{v}\le t'.
$$

The triangle inequality then gives

$$
t_k+\frac{|p-r_k|}{v}\le t_k+\frac{|r'-r_k|}{v}+\frac{|p-r'|}{v}\le t'+\frac{|p-r'|}{v}<\frac{x}{v}.
$$

So the real nucleus $k$ lies in the cone too. Whenever the cone contains an attempt, it contains a real nucleus, and the converse is obvious. The point $p$ is therefore seeded if and only if the cone contains no attempt. Attempts occur at a fixed rate, so they can be counted without knowing how much of the film has crystallised.

### (e) The distribution and the mean

*Find the probability that the seeded length exceeds $x$, and from it the mean, the median and the standard deviation.*

**Solution.** One point must be settled first. A seeded point at distance $x$ guarantees a seeded length of at least $x$ only if all nearer points on the line are seeded too. Let $p_1$ and $p_2$ be points on the line at distances $x_1<x_2$. If a nucleus lies in the cone of $p_1$, then

$$
t'+\frac{|p_2-r'|}{v}\le t'+\frac{|p_1-r'|}{v}+\frac{x_2-x_1}{v}<\frac{x_1}{v}+\frac{x_2-x_1}{v}=\frac{x_2}{v},
$$

so it lies in the cone of $p_2$ as well. A line that has been lost stays lost. The seeded points form one unbroken interval from the edge, and "$L>x$" means the same as "the point at $x$ is seeded".

The expected number of attempts in the cone is $J$ times the disc area, integrated over time:

$$
M(x)=J\int_0^{x/v}\pi(x-vt')^2\,dt'.
$$

Put $u=x-vt'$, so that $dt'=-du/v$, and $u$ runs from $x$ down to $0$. The minus sign reverses the limits:

$$
M(x)=\frac{\pi J}{v}\int_0^x u^2\,du=\frac{\pi Jx^3}{3v}.
$$

A Poisson variable with mean $M$ is zero with probability $e^{-M}$. Hence

$$
P(L>x)=\exp\left(-\frac{\pi Jx^3}{3v}\right)=e^{-(x/\ell)^3},
\qquad
\ell=\left(\frac{3v}{\pi J}\right)^{1/3}.
$$

For $x\ll\ell$ the chance of having stopped is about $(x/\ell)^3$, which is small. A short line is exposed to a small area, and for a short time. Beyond $\ell$ the chance of survival falls steeply.

For the mean, write the length as $L=\int_0^\infty\theta(L-x)\,dx$, where $\theta$ is one for positive argument and zero otherwise. The average of $\theta(L-x)$ is $P(L>x)$, so

$$
\langle L\rangle=\int_0^\infty e^{-(x/\ell)^3}dx.
$$

With $s=(x/\ell)^3$ one has $x=\ell s^{1/3}$ and $dx=\tfrac13\ell s^{-2/3}ds$. Using $\Gamma(a)=\int_0^\infty s^{a-1}e^{-s}ds$ and $a\Gamma(a)=\Gamma(a+1)$,

$$
\langle L\rangle=\frac{\ell}{3}\int_0^\infty s^{-2/3}e^{-s}\,ds=\frac{\ell}{3}\,\Gamma\!\left(\tfrac13\right)=\ell\,\Gamma\!\left(\tfrac43\right).
$$

Restoring $J=Ih$ gives the mean seeded length:

$$
\boxed{\;\langle L\rangle=\Gamma\!\left(\tfrac43\right)\left(\frac{3v}{\pi Ih}\right)^{1/3}\;}
$$

The constant of part (a) is thus $C=\Gamma(\tfrac43)(3/\pi)^{1/3}$. Within the two-dimensional model no approximation has been made.

The mean square follows in the same way from $L^2=\int_0^\infty 2x\,\theta(L-x)\,dx$:

$$
\langle L^2\rangle=\int_0^\infty 2x\,e^{-(x/\ell)^3}dx=\frac{2\ell^2}{3}\int_0^\infty s^{-1/3}e^{-s}ds=\frac{2\ell^2}{3}\,\Gamma\!\left(\tfrac23\right)=\ell^2\,\Gamma\!\left(\tfrac53\right).
$$

The standard deviation is therefore $\ell\sqrt{\Gamma(5/3)-\Gamma(4/3)^2}$. The median $x_m$ satisfies $e^{-(x_m/\ell)^3}=\tfrac12$, so $x_m=\ell(\ln2)^{1/3}$.

The dependence on the parameters is weak. To double the mean length at fixed $v$ and $h$, the nucleation rate must fall by a factor of eight. A thinner film with the same $v$ and $I$ gives a longer seeded region, because it holds fewer nuclei per unit area. This is a statement about the model: it assumes nucleation in the volume, and in a real film $v$ and $I$ may themselves change with thickness. As $I\to0$ the length grows without limit, and in practice the end of the film or of the anneal then takes over.

## Second half: grain size, an example and the limits of the result

The symbols carry over. The seed edge is at $x=0$, the film thickness is $h$, all crystals grow at speed $v$, and nuclei appear at the rate $I$ per volume or $J=Ih$ per area. The seeded length $L$ along a line normal to the edge obeys

$$
P(L>x)=e^{-(x/\ell)^3},\qquad \ell^3=\frac{3v}{\pi J},\qquad \langle L\rangle=\Gamma\!\left(\tfrac43\right)\ell .
$$

The exponent is the expected number of nucleation attempts in a cone. At time $t'$ the cone is a disc of radius $x-vt'$ that touches the unobstructed seed front. Attempts inside existing grains may be counted, because they change no arrival time.

### (f) How large are the random grains?

*The derivation assumed grains much wider than $h$. Find the grain size far from the seed, and turn the assumption into a condition on $h$.*

For grains much wider than the film is thick, this part has derived the distribution of the seeded length and its mean, $\langle L\rangle=\Gamma(\tfrac43)\,\ell$. It remains to answer the question of grain size just posed, work through an example, and examine how delayed nucleation, a finite anneal, unequal speeds, film thickness, nucleation at the faces and temperature affect the result, before comparing it with a real film.
